Why force constants in silicon decay algebraically despite zero Born charges

Displace one atom in a silicon crystal and hold the other nuclei fixed. The electrons rearrange around it, and distant nuclei feel a force. In an ionic crystal the displaced ion creates a dipole, whose field gives force constants falling as d⁻³ with distance d. In silicon the Born charge, the dipole per unit displacement, is zero. Since the material is also an insulator, one might expect the forces to be exponentially small after a few bonds. They instead fall as d⁻⁵, because the displaced atom still creates a quadrupole.

The setting is static and harmonic: an undoped crystal at its equilibrium geometry, with electrons following the nuclei. Lengths a, charges e and the constant k = e²/(4πε₀) are used throughout; ε is the isotropic electronic permittivity. A Born charge Z is counted in e and a quadrupole Q in e times an area per displacement, hence in e times a length.

**A lattice with bond charges**

Diamond has two atoms per primitive cell. From an atom of sublattice 1, the four bond vectors are b = (a/4)n, with

n = (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1).

Let the charge of each bond respond to stretching. If s is the increase in bond length, a charge gs appears at the bond centre and −gs/2 at each end. Displacing the sublattice-1 atom by u gives s = −b̂·u, where b̂ = n/√3.

With the atom as origin, the charge and dipole of each bond are

gs − gs/2 − gs/2 = 0,

gs(b/2) − (gs/2)b = 0.

The Born charge therefore vanishes bond by bond. The second moment does not:

gs(b_β b_γ/4) − (gs/2)b_β b_γ = −gs b_β b_γ/4.

Insert s and sum over bonds. The moment per displacement along α is

Q(α;βγ) = (g/4) Σ b̂_α b_β b_γ = [g a²/(64√3)] Σ n_α n_β n_γ.

For three different indices every product is +1, so the sum is 4. If two indices agree, their product is 1 and the remaining sum Σn vanishes. Thus

Q(α;βγ) = Q₀|ε_αβγ|, Q₀ = g a²/(16√3) = 0.0361 g a².

Here |ε_αβγ| is 1 when the indices are all different and 0 otherwise. Moving the atom along z creates an xy quadrupole. From sublattice 2 the bonds point the opposite way, so the product of three bond components changes sign.

**What symmetry allows**

This form does not depend on the bond-charge picture. The site group Td contains twofold rotations that reverse two coordinates at once. A tensor component survives them only if its numbers of x, y and z indices are all even or all odd. With two indices this leaves xx, yy and zz; with three it leaves xyz and its permutations. The other operations interchange axes and make the surviving components equal. One rank-two and one rank-three tensor therefore remain.

Td thus permits a Born charge Zδ_αβ as well as the quadrupole. The Born charge is removed by two further facts. Inversion about a bond centre exchanges the sublattices and leaves a rank-two tensor unchanged, so Z₁ = Z₂. Translating the whole neutral crystal creates no polarization, so Z₁ + Z₂ = 0. Hence both vanish. A rank-three tensor is odd under inversion, which gives Q₁ = −Q₂, compatible with translation. Write Q_κ = s_κQ, with s = +1 and −1.

If the atomic site itself were an inversion centre, the rank-three tensor would vanish. Silicon has inversion centres, but they lie between atoms.

**From charge to force constants**

Take Q to be the full response at zero macroscopic electric field, including all microscopic fields. For a displacement wave of wavevector q, the charge produced per unit displacement, in units of e and with phases referred to the atomic position, is

ρ_κα(q) = −i q_β Z_αβ − ½ q_β q_γ Q_κ(α;βγ) + O(q³).

Repeated indices β and γ are summed. The first term is zero. In the second, each pair such as yz occurs twice, cancelling the half:

ρ_κα = −s_κ Q w_α, w = (q_y q_z, q_z q_x, q_x q_y).

Let N = Σρ_κα u_κα be the total charge amplitude per cell, Ω the cell volume and φ the macroscopic potential energy of a charge e. Eliminating φ shows how the field enters. The energy function per cell is

F = ½u†C̄u + Re(φ*N) − [Ωεq²/(8πk)]|φ|².

C̄ is the force-constant matrix without the macroscopic field. The last term contains the field and the electronic polarization at given φ. Making F stationary in φ gives Poisson's equation in the medium,

φ = 4πkN/(Ωεq²).

Substitution turns the last two terms into

4πk|N|²/(Ωεq²) − 2πk|N|²/(Ωεq²) = ½[4πk/(Ωεq²)]|N|².

The field therefore adds to C̄ the matrix

C^NA(κα,κ'β) = [4πk/(Ωε)] s_κ s_κ' Q² w_α w_β/q².

There is one factor 1/ε because Q is defined at zero macroscopic field.

**Direction dependence is not enough**

The added matrix is of order q² and depends on direction. So does an ordinary second-degree polynomial of cubic symmetry, such as Aq²δ_αβ + Bq_αq_β + Cq_α²δ_αβ, which short-range springs can produce. The relevant feature is that q_x²q_y²/q² is not a polynomial.

A quadratic form T obeys the parallelogram law

T(a+b) + T(a−b) = 2T(a) + 2T(b).

Apply it to T = q_x²q_y²/q², with a and b unit vectors along x and y. Both terms on the right vanish. Each term on the left is 1/2, so the left side is 1. No choice of A, B and C removes this mismatch.

Real space tells the same story. The q² coefficient of a force-constant sum contains second moments, Σ(q·d)²Φ(d). A shell of thickness Δd holds a number of atoms proportional to d²Δd, so a d⁻⁵ tail contributes terms of size Δd/d. The absolute sum diverges logarithmically, and the sum converges only through cancellation between directions. That marginal convergence is what permits a non-polynomial q² coefficient.

**The d⁻⁵ tail**

With C(q) = ΣΦ(d)exp(iq·d), the inverse transform is

Φ(d) = Ω∫ d³q/(2π)³ C(q) exp(−iq·d),

taken over the Brillouin zone. At large d the singular point q = 0 controls the result, and its leading term may be integrated over all q. The Coulomb transform is

∫ d³q/(2π)³ (4π/q²) exp(−iq·d) = 1/d.

Each factor q_β becomes i∂_β. The product w_αw_β has four such factors, and i⁴ = 1. With D_x = ∂_y∂_z and its cyclic partners,

Φ(κα,κ'β;d) = (k/ε)s_κ s_κ' Q² D_α D_β(1/d).

Four derivatives of a function of degree −1 give degree −5. For displacements along z on both atoms the derivative is ∂_x²∂_y²(1/d). First,

∂_x²(1/d) = 3x²/d⁵ − 1/d³.

The second derivatives along y of the two parts are

∂_y²(−1/d³) = 3/d⁵ − 15y²/d⁷,

∂_y²(3x²/d⁵) = −15x²/d⁷ + 105x²y²/d⁹.

Adding them,

D_z²(1/d) = 3/d⁵ − 15(x²+y²)/d⁷ + 105x²y²/d⁹.

Along [001] this is 3/d⁵. Along [110], x² = y² = d²/2, and the coefficient is 3 − 15 + 105/4 = 14.25.

Away from the origin these functions satisfy Laplace's equation. A decaying solution of degree −5 has angular momentum four. The angular parts of C^NA with l = 0 and 2, multiplied by q², are polynomials, whose transforms vanish away from d = 0. The l = 4 part carries the tail.

To find the next term, write ρ_α = −w_α + io_α, where the real function o_α is the octupole response of order q³. On one sublattice,

ρ_α*ρ_β = w_αw_β + i(o_αw_β − w_αo_β) + o_αo_β.

The middle term can give d⁻⁶, but it vanishes for α = β. Diagonal same-sublattice elements therefore have a correction of relative order 1/d².

**Solving the lattice with its electronic response**

The bond-charge lattice becomes a screening medium when each atom also carries an induced dipole p with restoring stiffness η. All charges are given Gaussian clouds of width 0.17a, which keeps the sums finite. Let ρ_u and ρ_p be the charge waves made by displacements and dipoles. Their Coulomb matrices are sums over reciprocal-lattice vectors G:

V_ij = (4πk/Ω) Σ_G ρ_i*(q+G)ρ_j(q+G)/|q+G|².

The energy is

½u†V_uu u + Re(u†V_up p) + ½p†(V_pp+η)p.

Setting its derivative with respect to p to zero gives p = −(V_pp+η)⁻¹V_pu u, and hence

C = V_uu − V_up(V_pp+η)⁻¹V_pu.

Short-range springs would add an analytic part and are omitted. Dropping G = 0 removes the macroscopic field. With g = 1, lengths in a, and η chosen for ε = 12, the charge response at a small wavevector q gives Q = −0.0203 e a and a largest apparent Born charge of 7×10⁻⁸ e. This residue comes from the finite q and vanishes as q².

The bond charges alone gave +0.0361. The induced dipoles contribute −0.0564 and reverse the sign. The sign drops out of the tail, but the magnitude matters: using the bare value would make the tail (0.0361/0.0203)² = 3.2 times too large.

The parallelogram law was tested on the full matrix C with two oblique vectors. Its violation agrees with C^NA to 2.4×10⁻⁴ of the largest predicted element. Without the macroscopic field, the violation falls to 2.7×10⁻⁴ on the same scale. The non-polynomial term thus comes from the long-range field.

The real-space force constants were obtained from a 24×24×24 set of wavevectors and compared with the tail formula, including the same periodic images. For zz elements along [110], the ratio of computed value to formula is 1.34 at d = 2.12a, 1.17 at 4.24a and 1.08 at 5.66a. Removing a 1/d² correction from the last two gives 0.97; the xx element gives 0.96. Both passed a test at 5 percent. The remaining few percent may come from omitted higher powers, which were not separated.

The approach to the limit is slow. Between 2.83a and 4.24a the apparent exponent is −5.29. Over that interval the ratio to the formula drops from 1.32 to 1.17, which adds ln(1.17/1.32)/ln(1.5) ≈ −0.3 to the exponent −5. A power fitted at a few lattice constants is therefore not yet the asymptotic power.

**Changing the symmetry**

Suppose that all compensating charge is taken from the sublattice-1 end of each bond. Bond-centre inversion is lost. Each bond now has dipole gs b/2, and

Z₁ = −(g/2)Σb̂_αb_β = −[g a/(8√3)]Σn_αn_β = −[g a/(2√3)]δ_αβ,

since Σn_αn_β = 4δ_αβ. This is −0.2887 e for g = 1, and the calculation with induced dipoles gives the same printed value. The field term is now proportional to Z²q_αq_β/q², of order zero in q, and its transform is −(Z²k/ε)∂_α∂_β(1/d), a d⁻³ tail.

Along [001], between 5a and 7a and with periodic images removed, the exponent is −2.93. The extrapolated amplitude is 0.999 of the dipole formula. Closer in, along [110] from 2.12a to 3.54a and with the periodic images left in, the exponent is −4.02. The quadrupole tail there starts at 0.33 of the dipole tail, too little to explain the whole steepening. With Z nonzero there are two further d⁻⁵ terms, a dipole–octupole term and one from the q² dependence of ε. At 2.12a they are about +0.12 and −0.08 of the dipole tail and nearly cancel in this lattice. The images steepen the exponent by a little under 0.1, and most of the steepening comes from terms that decay faster than d⁻⁵.

The opposite change puts inversion at every atom. In a simple cubic lattice with one atom per cell, Z vanishes by translation and Q by site inversion. The charge response begins at q³, the field term at q³q³/q² = q⁴, and the tail at d⁻⁷. With ε = 2 and clouds of width 0.40a, the same bond mechanism gives an exponent of −7.55 along [001] between 6a and 8a, with the periodic images left in; a larger cell shifts it by about 0.02. This lies nearer to seven than to five; the excess may come from higher multipoles, but this was not tested. Because ε and the cloud width also differ from the diamond case, the comparison concerns powers and not amplitudes.

**Magnitude in silicon**

For silicon take the rough typical values a = 0.543 nm, ε = 12, Q = 13 e bohr = 0.688 e nm and an optical phonon energy of 64 meV. This Q is an input of the size found in first-principles work; the bond-charge lattice does not predict it. With k = 1.44 eV nm,

kQ²/ε = 1.44 × 0.688²/12 = 0.0568 eV nm³.

At three atomic steps along [110], d = 3a/√2 = 1.15 nm, and

Φ_zz = 14.25 × 0.0568/1.15⁵ ≈ 0.40 eV/nm².

Doubling the distance divides this by 32, to 0.012 eV/nm² at 2.30 nm. The optical force constant Mω², with M the atomic mass, is about 2750 eV/nm², so the tail at 1.15 nm is 1.5×10⁻⁴ of it. These are leading-tail values. In the bond-charge lattice the full value was 34 percent above the leading term at this same number of steps, which warns that the nearest figure may be off by tens of percent. Silicon's own correction is not known from that lattice.

For an optical mode the sublattices move oppositely. With unit polarization p, the normalized vector is (p,−p)/√2. Its overlap with (w,−w) is √2 p·w, so the field adds

ΔK = [8πkQ²/(Ωε)](p·w)²/q².

For q along [100], w = 0 and nothing is added. For [110] with z polarization, w_z = q²/2 and the last factor is q²/4. For the longitudinal mode along [111], w = (q²/3)(1,1,1), p·w = q²/√3, and the factor is q²/3.

At q = 0.1(2π/a) = 1.157 nm⁻¹, with Ω = a³/4 = 0.0400 nm³, the additions are 0, 11.9 and 15.9 eV/nm². Since K = Mω², the energy shift is ħωΔK/(2K) for small ΔK. The [110] value is 64 × 11.9/(2 × 2752) = 0.14 meV, and the [111] value is 0.18 meV. These are contributions of the field term alone, not the complete phonon dispersion.

All shifts vanish as q tends to zero, so there is no splitting of longitudinal and transverse optical modes at the zone centre. When the sublattices move together, the factors s = ±1 cancel, and the q² term that sets the sound velocities remains analytic.

**Real crystals and calculations**

Doped silicon breaks the assumption of no free carriers. In static, non-degenerate screening, 1/q² is replaced by 1/(q²+λ⁻²), where the Debye length is λ = √[εε₀k_BT/(ne²)]. The singularity at q = 0 disappears and the tail is eventually cut off exponentially. At 300 K, λ is 131 nm for n = 10¹⁵ cm⁻³ and 4.1 nm for 10¹⁸ cm⁻³.

The loss at shorter distances follows from

exp(−d/λ)/d = 1/d − 1/λ + d/(2λ²) − …

The constant has no derivatives. Along [110], ∂_x²∂_y²d = −1.75/d³, so the third term changes the tail by the fraction −(0.875/14.25)(d/λ)² = −0.061(d/λ)². At 10¹⁸ cm⁻³ this is about −0.5 percent at 1.15 nm. At 4.6 nm d exceeds λ and the later terms count. With t = d/λ, differentiating exp(−d/λ)/d in full multiplies the [110] tail by exp(−t)(14.25 + 14.25t + 6.25t² + 1.5t³ + 0.25t⁴)/14.25, which is a loss of about 7 percent there. Both losses are upper estimates. The Debye form treats the carriers as classical points, but at 300 K their thermal wavelength is several nanometres, so they screen less at these distances. The reduction depends on the carrier mass. At 4.6 nm the loss falls by nearly a factor of three for electrons in silicon's conduction valleys (masses 0.92 and 0.19), to about 2.5 percent, and by about 1.6 for an isotropic mass of 0.5. At 1.15 nm it falls by much more.

Dispersion forces between atoms are also left out. A pair energy −C₆/d⁶ has a radial second derivative of magnitude 42C₆/d⁸. With a rough free-atom-sized C₆ of 300 hartree bohr⁶, this is 0.0024 eV/nm² at 1.15 nm, or 0.6 percent of the zz quadrupole tail along [110], and it falls faster. The zz element of the dispersion term, which is transverse to [110], is seven times smaller than this radial value.

Uniform strain preserves bond-centre inversion, so the argument for zero Born charges still holds, although Q and ε can acquire more components when the strain lowers the cubic symmetry. Replacing atoms by another species, as in a silicon–germanium alloy, removes that inversion locally and permits Born charges, and with them d⁻³ terms.

For phonon calculations the tail sets a limit on truncation. A finite set of force constants gives a finite Fourier sum, which is analytic at q = 0 and cannot reproduce q_x²q_y²/q², however well it fits the sampled wavevectors. The remedy follows from the separation above, with one precaution. The field term as written is not periodic in q, and cutting it off at the zone boundary would create spurious long-range force constants. It is therefore replaced by a sum over q + G, damped at large |q + G| and including the phase factors of the atomic positions. Subtract this sum, interpolate the shorter-ranged remainder, and add the sum back at each wavevector. Higher multipoles leave weaker tails in the remainder. The numerical output below gives the values at the other distances.

Computed values

```
Invariant rank-2 tensors at a Td site: 1
Invariant rank-3 tensors at a Td site: 1
Invariant rank-3 tensors at an Oh site: 0
TOY LATTICE (length a, charge e; unit charge transfer per stretch)
Permittivity from charge response: 12.000
Largest Born charge: 7.2e-08 e
Dynamical quadrupole Q: -0.02030 e a
Parallelogram violation, formula error: 2.4e-04 (relative)
Violation with macroscopic field removed: 2.7e-04 (relative)
Violation for rigid sublattice motion: 2.2e-04 (relative)
Tail/formula, zz, [110], step 3, d=2.121 a: 1.3407
Tail/formula, zz, [110], step 4, d=2.828 a: 1.3226
Tail/formula, zz, [110], step 5, d=3.536 a: 1.2509
Tail/formula, zz, [110], step 6, d=4.243 a: 1.1734
Tail/formula, zz, [110], step 8, d=5.657 a: 1.0830
Extrapolated tail/formula, zz: 0.9667
Extrapolated tail/formula, xx: 0.9596
Decay exponent, diamond, steps 4 to 6: -5.29
Unequal bond ends: Born charge -0.2887 e, Q -0.0925 e a
  exponent along [001], d=5 to 7 a: -2.93
  extrapolated tail/dipole formula: 0.9993
  exponent along [110], steps 3 to 5: -4.02
  quadrupole/dipole tail, [110], step 3: 0.325
Decay exponent, inversion at sites, d=6 to 8 a: -7.55
SILICON-SIZED EXAMPLE (rough typical inputs)
Lattice constant: 0.543 nm; permittivity: 12
Quadrupole: 13 e bohr = 0.6879 e nm
Coulomb constant times e^2: 1.4400 eV nm
Primitive-cell volume: 0.04003 nm^3
Optical phonon energy: 64 meV
Optical force constant M omega^2: 2752 eV/nm^2
Angular factor zz along [110]: 14.25
Tail prefactor k Q^2/eps: 0.05679 eV nm^3
Tail zz at d=1.152 nm: 3.991e-01 eV/nm^2; /M omega^2: 1.45e-04
Tail zz at d=2.304 nm: 1.247e-02 eV/nm^2; /M omega^2: 4.53e-06
Tail zz at d=4.608 nm: 3.897e-04 eV/nm^2; /M omega^2: 1.42e-07
Wavevector 0.1*(2 pi/a): 1.1571 nm^-1
Optical shift [100], z polarised: 0.000 eV/nm^2, 0.0000 meV
Optical shift [110], z polarised: 11.936 eV/nm^2, 0.1386 meV
Optical shift [111], longitudinal: 15.915 eV/nm^2, 0.1848 meV
NEGLECTED EFFECTS
Debye length, 300 K, 1e+15 cm^-3: 130.94 nm
Debye length, 300 K, 1e+18 cm^-3: 4.14 nm
Rough dispersion coefficient C6: 300 hartree bohr^6
Dispersion force constant at 1.152 nm: 2.43e-03 eV/nm^2
Dispersion/quadrupole tail at 1.152 nm: 0.61 percent
```
